\section*{Paramagnetic susceptibility of disordered local moments: mean field and Onsager correction, part 1}

(Sections cited here and not found follow in the later parts.)

\section{What symmetry fixes}

A crystal carries one magnetic moment $\mu\,\mathbf e_i$ on each site $\mathbf R_i$ of a Bravais lattice. The unit vectors $\mathbf e_i$ point in random directions, and there is no spin-orbit coupling. A weak field $\mathbf b_i$ adds the energy $-\mu\,\mathbf b_i\cdot\mathbf e_i$, and the response is $\chi_{ij}^{ab}=\mu\,\partial\langle e_i^a\rangle/\partial b_j^b$. The paramagnet is invariant under a common rotation of all moments, so $\chi^{ab}_{ij}=\delta^{ab}\chi_{ij}$. It is invariant under lattice translations, so $\chi_{ij}$ is diagonal in the wave vector, $\chi(\mathbf q)=\sum_j\chi_{ij}\,e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}$. The product $\mu b$ is an energy and $\langle\mathbf e\rangle$ is a pure number, so $\mu^2/\chi(\mathbf q)$ is an energy. When $kT$ exceeds every interaction it is the only energy left. The numerical factor then follows from $|\mathbf e|=1$, which in an isotropic state gives $\langle e^ae^b\rangle=\delta^{ab}/3$. Hence
\begin{equation}
\chi(\mathbf q)=\frac{\mu^2}{3kT-\Sigma(\mathbf q,T)},\qquad \frac{\Sigma}{kT}\to0\quad(T\to\infty).
\label{form}
\end{equation}
This form holds whenever the field couples only to moments of fixed length; it fails once the electrons respond to the field directly, as in \eqref{full}. The physics lies in the energy $\Sigma$. Mean-field theory gives $\Sigma=S^{(2)}(\mathbf q)$, written $S(\mathbf q)$ below, and the Onsager cavity construction gives $\Sigma=S(\mathbf q)-\Lambda$.

The disordered-local-moment (DLM) picture supplies the statistical weight. The directions are taken to change slowly compared with electronic motion, so the electrons are in equilibrium for each configuration with a grand potential $\Omega(\{\mathbf e\})$, and a configuration has the weight $\exp[-\beta\Omega+\beta\mu\sum_i\mathbf b_i\cdot\mathbf e_i]$, with $\beta=1/kT$. The rigid-moment limit is the further assumption that $\mu$ and the shape of the site potential do not depend on the other directions or on the field. Differentiating the weight with respect to $b_j^z$ at $\mathbf b=0$, where $\langle\mathbf e\rangle=0$, gives
\begin{equation}
\chi_{ij}=\beta\mu^2\langle e_i^ze_j^z\rangle .
\label{fdt}
\end{equation}
For $i=j$ the average is $1/3$ whatever $\Omega$ is. With $\langle\cdots\rangle_{\mathbf q}$ the average over the Brillouin zone, $\chi_{ii}=\langle\chi(\mathbf q)\rangle_{\mathbf q}$, and so
\begin{equation}
\langle\chi(\mathbf q)\rangle_{\mathbf q}=\chi_{\rm free}\equiv\frac{\mu^2}{3kT}
\label{sum}
\end{equation}
is exact in the rigid-moment paramagnet.

\section{One moment and two moments}

Angular integrals use the normalized measure $\int_{\mathbf e}=\int d\hat e/4\pi$. One moment with energy $-\mathbf h\cdot\mathbf e$ has, with $x=\beta h$ and $u=\cos\theta$,
\begin{equation}
m=\frac{\int_{-1}^1u\,e^{xu}du}{\int_{-1}^1e^{xu}du}=\coth x-\frac1x\equiv L(x)=\frac x3-\frac{x^3}{45}+\dots
\end{equation}
Linear response is $3kT\,\mathbf m=\mathbf h$, which for $\mathbf h=\mu\mathbf b$ is $\chi_{\rm free}$.

Two moments with $\Omega=-J\,\mathbf e_1\cdot\mathbf e_2$ are also solvable. The same integral gives $\langle\mathbf e_1\cdot\mathbf e_2\rangle=L(K)$ with $K=\beta J$, and isotropy gives $\langle e_1^ze_2^z\rangle=L(K)/3$. The even and odd combinations $\chi_\pm=\chi_{11}\pm\chi_{12}$ are, by \eqref{fdt},
\begin{equation}
\chi_\pm/\chi_{\rm free}=1\pm L(K)=1\pm\frac K3\mp\frac{K^3}{45}+\dots
\label{dimer}
\end{equation}
The mean-field treatment lets each moment feel the average of the other, $3kT\,m_1=\mu b_1+Jm_2$ and $3kT\,m_2=\mu b_2+Jm_1$. Adding and subtracting, with $k=K/3$,
\begin{equation}
\chi_\pm^{\rm MF}/\chi_{\rm free}=\frac1{1\mp k}=1\pm k+k^2+\dots
\end{equation}
The first order agrees with \eqref{dimer}. The term $k^2$ is absent from the exact result, has the same sign in both channels, and therefore breaks the sum rule $(\chi_++\chi_-)/2=\chi_{\rm free}$. It describes moment 1 polarizing moment 2, which then acts back on moment 1. With $\mathbf e_1$ held fixed, the mean of $\mathbf e_2$ is $L(K)\,\mathbf e_1$, so the mean returning field is parallel to $\mathbf e_1$ and cannot turn it. The pole at $k=1$ is spurious as well, since two moments have no transition.

\section{Mean field for a general $\Omega$}

Take a product weight $p_0=\prod_ip_i(\mathbf e_i)$ with $\int_{\mathbf e}p_i=1$, and write $\Omega_b=\Omega-\mu\sum_i\mathbf b_i\cdot\mathbf e_i$. The partition function is an average over $p_0$, $Z=\langle\exp(-\beta\Omega_b-\ln p_0)\rangle_0$. The exponential is convex, so $\langle e^y\rangle\ge e^{\langle y\rangle}$, and $F=-kT\ln Z$ obeys the Feynman-Peierls-Bogoliubov inequality
\begin{equation}
F\le\mathcal F[p]=\langle\Omega\rangle_0-\mu\sum_i\mathbf b_i\cdot\mathbf m_i+kT\sum_i\int_{\mathbf e}p_i\ln p_i,
\qquad \mathbf m_i=\int_{\mathbf e}p_i\,\mathbf e .
\label{FPB}
\end{equation}
The average $\langle\Omega\rangle_0$ is linear in each $p_i$ separately. Its derivative with respect to $p_i(\mathbf e)$ is $\Omega_i(\mathbf e)$, the average over all other sites with $\mathbf e_i=\mathbf e$ held fixed. Setting the variation of $\mathcal F$ to zero at fixed normalization gives $\Omega_i(\mathbf e)-\mu\mathbf b_i\cdot\mathbf e+kT\ln p_i=\text{const}$, that is
\begin{equation}
p_i(\mathbf e)\propto\exp[-\beta\Omega_i(\mathbf e)+\beta\mu\,\mathbf b_i\cdot\mathbf e].
\label{pi}
\end{equation}
For $p_j=1$ on all other sites $\Omega_i(\mathbf e)$ is isotropic, so $p_i=1$ solves \eqref{pi} at zero field. This is the DLM paramagnet.

A small change $\delta p_j$ alters $\Omega_i$ by $\sum_{j\ne i}\int_{\mathbf e'}\Omega_{ij}(\mathbf e,\mathbf e')\,\delta p_j(\mathbf e')$, where $\Omega_{ij}$ is the paramagnetic average with two directions fixed. Rotational invariance makes it a function of $\mathbf e\cdot\mathbf e'$ alone, $\Omega_{ij}=\sum_l\omega^{(l)}_{ij}P_l(\mathbf e\cdot\mathbf e')$. By the addition theorem $P_l$ projects on spherical harmonics of order $l$, so different $l$ do not mix in linear order. The field is an $l=1$ source, and the $l=1$ function with mean $\mathbf m_j$ is $\delta p_j=3\,\mathbf m_j\cdot\mathbf e'$, because $\int_{\mathbf e'}3e'^ae'^b=\delta^{ab}$. The same integral gives
\begin{equation}
\delta\Omega_i(\mathbf e)=-\mathbf h_i\cdot\mathbf e,\qquad \mathbf h_i=\sum_jS_{ij}\mathbf m_j,\qquad S_{ij}=-\omega^{(1)}_{ij}.
\end{equation}
Since $\int_{\mathbf e}P_1^2=1/3$, the coefficient is $S_{ij}=-3\langle\mathbf e_i\cdot\mathbf e_j\,\Omega\rangle$ over uniformly random directions. A change $\delta\mathbf m_i$ alters $\langle\Omega\rangle_0$ by $\int_{\mathbf e}3(\delta\mathbf m_i\cdot\mathbf e)(-\mathbf h_i\cdot\mathbf e)=-\mathbf h_i\cdot\delta\mathbf m_i$, so that
\begin{equation}
S_{ij}=\frac{\partial h_i^z}{\partial m_j^z}=-\frac{\partial^2\langle\Omega\rangle_0}{\partial m_i^z\,\partial m_j^z}\bigg|_{m=0}.
\label{Sdef}
\end{equation}
Linearity in $p_i$ means that the exact $S_{ii}$ is zero.

The entropy term follows from $(1+\delta)\ln(1+\delta)=\delta+\delta^2/2+\dots$ with $\int_{\mathbf e}\delta=0$ and $\int_{\mathbf e}\delta^2=9m^2/3$, which gives $\tfrac32kT\,m_i^2$ per site. To second order,
\begin{equation}
\mathcal F-\mathcal F_0=\tfrac12\sum_{ij}\left(3kT\,\delta_{ij}-S_{ij}\right)\mathbf m_i\cdot\mathbf m_j-\mu\sum_i\mathbf b_i\cdot\mathbf m_i .
\label{F2}
\end{equation}
The minimum satisfies $3kT\,\mathbf m_i=\mu\mathbf b_i+\sum_jS_{ij}\mathbf m_j$. In Fourier space this is $[3kT-S(\mathbf q)]\mathbf m_{\mathbf q}=\mu\mathbf b_{\mathbf q}$, and with magnetization $\mu\mathbf m_{\mathbf q}$,
\begin{equation}
\chi_{\rm MF}(\mathbf q)=\frac{\mu^2}{3kT-S(\mathbf q)} .
\label{chiMF}
\end{equation}

\paragraph{Limit.} For $\Omega=-\tfrac12\sum_{i\ne j}J_{ij}\mathbf e_i\cdot\mathbf e_j$ the product average is $-\tfrac12\sum J_{ij}\mathbf m_i\cdot\mathbf m_j$, so $S_{ij}=J_{ij}$ and the two-site case is recovered. For a general $\Omega$, $S_{ij}$ is the bilinear pair interaction that remains after all other directions are averaged at random.

\section{Ordering temperature and wave vector in mean field}

The quadratic form \eqref{F2} is positive while $3kT>S(\mathbf q)$ for all $\mathbf q$. On cooling it first fails where $S$ is largest:
\begin{equation}
3kT_{\rm MF}=S(\mathbf Q;T_{\rm MF}),\qquad S(\mathbf Q)=\max_{\mathbf q}S(\mathbf q).
\label{TMF}
\end{equation}
The equation is implicit, because $\Omega$ depends on $T$ through the Fermi function. The unstable mode is $\mathbf m_i\propto\mathrm{Re}\,(\mathbf u\,e^{i\mathbf Q\cdot\mathbf R_i})$ with a complex vector $\mathbf u$: a ferromagnet for $\mathbf Q=0$, a collinear antiferromagnet when $2\mathbf Q$ is a reciprocal lattice vector, and otherwise a spiral or a sinusoid. The choice among these, and among symmetry-related $\mathbf Q$, is made by quartic terms. The uniform response is a Curie-Weiss law $\mu^2/3k(T-\theta)$ with $k\theta=S(0)/3$, a true constant only where the $T$ dependence of $S$ can be neglected. Near a maximum of cubic symmetry,
\begin{equation}
S(\mathbf Q)-S(\mathbf q)\simeq c\,|\mathbf q-\mathbf Q|^2,\qquad c=\tfrac12\sum_{\mathbf R}S_{0\mathbf R}\cos(\mathbf Q\cdot\mathbf R)\,x_{\mathbf R}^2,
\label{curv}
\end{equation}
from expanding $e^{-i(\mathbf q-\mathbf Q)\cdot\mathbf R}$ to second order. Then $\chi\simeq\chi(\mathbf Q)/(1+\xi^2|\mathbf q-\mathbf Q|^2)$ with $\xi^2=c\,\chi(\mathbf Q)/\mu^2$.

The pole is the ordering temperature only if the transition is continuous. A first-order transition sets in above the pole, and a quadrupolar ($l=2$) instability is invisible to $S$.

\paragraph{Limit.} For a bilinear $\Omega$ with constant $J$ and a state with equal $|\mathbf m_i|=m$, \eqref{pi} reads $m=L(3m/\vartheta)$ with $\vartheta=T/T_{\rm MF}$. The series for $L$ gives $m=m/\vartheta-\tfrac35m^3/\vartheta^3$, so $m^2\simeq\tfrac53(1-\vartheta)$ just below the pole. In this case the mean-field transition is continuous and \eqref{TMF} is its temperature.

\section{The electronic grand potential and the coherent medium}

In multiple-scattering theory a site is described by its inverse scattering matrix, or in the muffin-tin-orbital form by its potential function, and the lattice by structure constants. With up and down values $m_\uparrow,m_\downarrow$ along the local axis, a rigid rotation to direction $\mathbf e$ gives $\tfrac12(m_\uparrow+m_\downarrow)+\tfrac12(m_\uparrow-m_\downarrow)\,\mathbf e\cdot\boldsymbol\sigma$. One orbital per site is kept here, with
\begin{equation}
m(\mathbf e)=z+\Delta\,\mathbf e\cdot\boldsymbol\sigma,\qquad z=i\omega_n+\mu_c,\qquad\omega_n=(2n+1)\pi kT,
\end{equation}
and spin-independent structure constants $\varepsilon_{ij}$ without diagonal part, with transform $\varepsilon(\mathbf k)=\varepsilon(-\mathbf k)$. This is the Hamiltonian $H=\varepsilon-\Delta\sum_i\mathbf e_i\cdot\boldsymbol\sigma_i$ at chemical potential $\mu_c$, and $(m-\varepsilon)^{-1}=(z-H)^{-1}$. The splitting $\Delta$ is frozen. The algebra that leads to the kernel \eqref{S} is done at each frequency separately, so the kernel keeps its form when $z$ and $\Delta$ are replaced by energy-dependent functions for a single channel; several channels turn the scalars into matrices. The formulas below for the moment, the filling and the response to a field on the electrons do not carry over in this way, because they count only the orbital kept here and miss the weight hidden in the energy dependence.

Up to a constant,
\begin{equation}
\Omega=-kT\sum_n\mathrm{Tr}\ln(m-\varepsilon),
\label{Lloyd}
\end{equation}
the finite-temperature Lloyd formula, with $n$ over all integers. Its variation is $kT\sum_n\mathrm{Tr}[(z-H)^{-1}\delta H]=\sum_\alpha f_\alpha\,\delta E_\alpha$, by $kT\sum_ne^{i\omega_n0^+}/(z-E)=f(E-\mu_c)$, and this is the variation of $-kT\sum_\alpha\ln(1+e^{-\beta(E_\alpha-\mu_c)})$. The convergence factor affects only the $1/z$ term, which is proportional to $\mathrm{Tr}\,\delta H$ and vanishes for rotations of the moments.

Introduce a site-diagonal, non-random medium $m_{c,i}$, a $2\times2$ matrix, with $\tau=(m_c-\varepsilon)^{-1}$, and put $V_i=m(\mathbf e_i)-m_{c,i}$. Then $m-\varepsilon=(1+V\tau)(m_c-\varepsilon)$. Split $\tau=\tau_d+\tau'$ into site-diagonal and off-diagonal parts, so that $1+V\tau=(1+V\tau_d)(1+\mathcal T\tau')$ with $\mathcal T=(1+V\tau_d)^{-1}V$. Define the cavity function $A_i$ by $\tau_{ii}^{-1}=m_{c,i}-A_i$. Then $1+V_i\tau_{ii}=(\tau_{ii}^{-1}+V_i)\tau_{ii}=[m(\mathbf e_i)-A_i]\,\tau_{ii}$. Taking logarithms of determinants and averaging, $\langle\Omega\rangle_0=\Omega_c+\Omega_R$ exactly, with
\begin{align}
\Omega_c&=-kT\sum_n\Big\{\mathrm{Tr}\ln(m_c-\varepsilon)-\sum_i\mathrm{tr}\ln(m_{c,i}-A_i)+\sum_i\big\langle\mathrm{tr}\ln[m(\mathbf e)-A_i]\big\rangle_{p_i}\Big\},\label{Oc}\\
\Omega_R&=-kT\sum_n\big\langle\mathrm{Tr}\ln(1+\mathcal T\tau')\big\rangle_0 .\label{OR}
\end{align}
With $g_i(\mathbf e)=[m(\mathbf e)-A_i]^{-1}$, the identity $\mathcal T\tau_d=1-(1+V\tau_d)^{-1}=1-\tau_d^{-1}g$ gives $\mathcal T_i=-\tau_{ii}^{-1}[g_i(\mathbf e)-\tau_{ii}]\tau_{ii}^{-1}$. The coherent-potential approximation (CPA) chooses the medium so that $\langle\mathcal T_i\rangle=0$ and drops $\Omega_R$. Treated as a function of independent $m_c$ and $A$, $\Omega_c$ is stationary exactly there:
\begin{equation}
\frac{\delta\Omega_c}{\delta m_{c,i}}=0:\ \ \tau_{ii}=(m_{c,i}-A_i)^{-1},\qquad
\frac{\delta\Omega_c}{\delta A_i}=0:\ \ (m_{c,i}-A_i)^{-1}=\langle g_i(\mathbf e)\rangle .
\label{CPA}
\end{equation}
Because of this, only the explicit $p_i$ in \eqref{Oc} contributes to the first derivative, and
\begin{equation}
\Omega_i(\mathbf e)=-kT\sum_n\ln\det[m(\mathbf e)-A_i].
\label{Oi}
\end{equation}
Once $\Omega_R$ is dropped, \eqref{FPB} is no longer a rigorous bound.

In the paramagnet $A$ is a scalar. With $w=z-A$ and $D=w^2-\Delta^2$, and $(\mathbf e\cdot\boldsymbol\sigma)^2=1$,
\begin{equation}
g_0(\mathbf e)=\frac{w-\Delta\,\mathbf e\cdot\boldsymbol\sigma}{D},\qquad
g\equiv\langle g_0\rangle=\frac wD=\frac12\left[\frac1{w+\Delta}+\frac1{w-\Delta}\right].
\end{equation}
The medium is that of an equiatomic alloy of up and down sites, fixed by $m_c=A+1/g$ and $g=\langle\tau(\mathbf k)\rangle_{\mathbf k}$, $\tau(\mathbf k)=1/[m_c-\varepsilon(\mathbf k)]$. The moment along $\mathbf e$, in Bohr magnetons for a spin $g$-factor of 2, and the filling are
\begin{equation}
\mu=kT\sum_n\mathrm{tr}[\mathbf e\cdot\boldsymbol\sigma\,g_0]=-2\Delta\,kT\sum_n\frac1D,\qquad n=2kT\sum_ne^{i\omega_n0^+}g .
\label{mu}
\end{equation}

\paragraph{Limit.} For $\varepsilon=0$ one has $A=0$ and $-2\Delta/D=1/(z+\Delta)-1/(z-\Delta)$, so $\mu=f(-\Delta-\mu_c)-f(\Delta-\mu_c)$, the occupation difference of the two atomic levels.

The mean-field susceptibility and ordering temperature have been expressed through a pair kernel $S(\mathbf q)$, and the electronic grand potential has been put in a coherent-potential form with a known paramagnetic medium. It remains to calculate $S(\mathbf q)$ from that medium, to examine what the approximations omit, and to add the Onsager cavity correction.
